# The Spurious Field of a Periodic Dipolar Slab and Its Correction: verification in Python

```python
"""Dipole correction for a periodically repeated slab (Hartree atomic units).

Result under test: a neutral slab with dipole per area m, repeated with
period L, feels a spurious uniform field 4 pi m / L. A sheet of dipole -m per
area in the vacuum removes it. The energy error per area is -2 pi m^2 / L.
Symbols: z = surface normal, charge density positive for nuclei,
potential = electrostatic potential of a positive unit charge,
alpha = dipole per area induced by a unit external field.
"""
import numpy as np
from scipy.constants import physical_constants

PI = np.pi
EV = physical_constants["Hartree energy in eV"][0]
ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
SIGMA, Z_POS, Z_NEG, W_POS, W_NEG = 0.005, 1.0, -1.0, 0.8, 1.2
STEP = 0.05


def gaussian(z, width):
    return np.exp(-z**2 / (2 * width**2)) / (width * np.sqrt(2 * PI))


def slab_density(z):
    return SIGMA * (gaussian(z - Z_POS, W_POS) - gaussian(z - Z_NEG, W_NEG))


def make_grid(length):
    count = int(round(length / STEP))
    return (np.arange(count) - count // 2) * STEP


def solve_periodic(charge, length):
    """Zero-average periodic potential and its field, by Fourier series."""
    wave = 2 * PI * np.fft.fftfreq(len(charge), length / len(charge))
    coeff = np.fft.fft(charge)
    pot = np.zeros_like(coeff)
    pot[1:] = 4 * PI * coeff[1:] / wave[1:]**2
    return np.fft.ifft(pot).real, np.fft.ifft(-1j * wave * pot).real


NODES, WEIGHTS = np.polynomial.legendre.leggauss(160)


def isolated_potential(z):
    """-2 pi times the integral of |z-z'| density(z'), split at the kink."""
    total = np.zeros_like(z)
    for low, high in ((-14.0 + 0 * z, z), (z, 14.0 + 0 * z)):
        half = (high - low) / 2
        points = (high + low)[:, None] / 2 + half[:, None] * NODES
        kernel = np.abs(z[:, None] - points) * slab_density(points)
        total += half * (kernel @ WEIGHTS)
    return -2 * PI * total


def at(values, z, position):
    return values[np.argmin(np.abs(z - position))]


print("Gaussian sheets: charge per area +/-", SIGMA, "e/bohr^2")
print("centres:", Z_POS, "and", Z_NEG, "bohr; widths:", W_POS, "and", W_NEG, "bohr")

# Uniform field and energy error for several periods
for length in (20.0, 40.0, 80.0):
    z = make_grid(length)
    rho = slab_density(z)
    m = STEP * np.sum(z * rho)
    pot, field = solve_periodic(rho, length)
    iso = isolated_potential(z)
    remainder = pot - iso + 4 * PI * m * z / length
    assert np.ptp(remainder) < 1e-10
    assert abs(field[0] - 4 * PI * m / length) < 1e-10
    energy_error = 0.5 * STEP * np.sum(rho * (pot - iso))
    assert abs(energy_error + 2 * PI * m**2 / length) < 1e-12
    print(f"L = {length:.0f} bohr: vacuum field = {field[0]:.6e} Ha/(e bohr)")
    print(f"   energy error per area = {energy_error:.6e} Ha/bohr^2")

# Worked cell, with a real narrow dipole layer placed in the vacuum
length = 40.0
z = make_grid(length)
rho = slab_density(z)
m = STEP * np.sum(z * rho)
pot, field = solve_periodic(rho, length)
iso = isolated_potential(z)
true_step = at(iso, z, 10) - at(iso, z, -10)
assert abs(true_step - 4 * PI * m) < 1e-10
assert abs(at(iso, z, 15) - at(iso, z, 10)) < 1e-10


def dipole_layer(center, width=0.3):
    return -m * (z - center) / width**2 * gaussian(z - center, width)


layer = dipole_layer(15.0)
layer_pot, _ = solve_periodic(layer, length)
fixed_pot, fixed_field = solve_periodic(rho + layer, length)
inside = np.abs(z) < 12
assert np.ptp((fixed_pot - iso)[inside]) < 1e-10
for position in (-18, -10, 10, 18):
    assert abs(at(fixed_field, z, position)) < 1e-10
layer_jump = at(fixed_pot, z, 18) - at(fixed_pot, z, 12)
assert abs(layer_jump + 4 * PI * m) < 1e-10
sawtooth = 4 * PI * m * (((z - 15.0) % length) / length - 0.5)
away = np.abs(z - 15.0) > 3
assert np.max(np.abs(layer_pot - sawtooth)[away]) < 1e-10

# A layer inside the slab destroys the true step between the vacuum levels
bad_pot, _ = solve_periodic(rho + dipole_layer(0.0), length)
bad_step = at(bad_pot, z, 10) - at(bad_pot, z, -10)
assert abs(bad_step) < 1e-10 < true_step

# A cell window that cuts the slab gives a different, useless moment
cut_moment = STEP * np.sum(np.where(z < 0, z + length, z) * rho)
assert abs(cut_moment - m) > m

# Corrected energy, and its consistency with the corrected potential
iso_energy = 0.5 * STEP * np.sum(rho * iso)
fixed_energy = 0.5 * STEP * np.sum(rho * fixed_pot)
assert abs(fixed_energy - iso_energy) < 1e-12


def corrected_energy(charge):
    moment = STEP * np.sum(z * charge)
    periodic = 0.5 * STEP * np.sum(charge * solve_periodic(charge, length)[0])
    return periodic + 2 * PI * moment**2 / length


change = 0.001 * (gaussian(z - 3, 1.0) - gaussian(z + 0.5, 0.9))
slope = (corrected_energy(rho + change) - corrected_energy(rho - change)) / 2
assert abs(slope - STEP * np.sum(change * fixed_pot)) < 1e-12

raw_step = at(pot, z, 10) - at(pot, z, -10)
fixed_step = at(fixed_pot, z, 10) - at(fixed_pot, z, -10)
print(f"dipole per area m = {m:.6f} e/bohr")
print(f"isolated step = {true_step:.6f} Ha/e = {true_step * EV:.4f} V")
print(f"L = 40 bohr: spurious field = {field[0] * EV / ANGSTROM:.5f} V/angstrom")
print(f"potential(10 bohr) - potential(-10 bohr), no sheet: {raw_step:.6f} Ha/e")
print(f"same difference with sheet at 15 bohr: {fixed_step:.6f} Ha/e")
print(f"potential jump across the sheet: {layer_jump:.6f} Ha/e")
print(f"same difference with sheet at 0 bohr: {abs(bad_step):.6f} Ha/e")
print(f"moment from a window cut at z = 0: {cut_moment:.3f} e/bohr")
print(f"isolated energy per area: {iso_energy:.8e} Ha/bohr^2")
print(f"corrected energy per area: {fixed_energy:.8e} Ha/bohr^2")

# Slab with lateral structure: Gaussian charges in a square surface cell
SIDE, WIDTH = 6.0, 0.8
charges = np.array([0.18, -0.18])
places = np.array([[0.0, 0.0, 1.0], [2.0, 1.0, -1.0]])
area = SIDE**2
m_lateral = charges @ places[:, 2] / area


def lattice_sum(period, points):
    """Energy per cell (with Gaussian self terms) and normal field."""
    lateral = 2 * PI / SIDE * np.arange(-9, 10)
    top = int(9 * period / (2 * PI)) + 1
    normal = 2 * PI / period * np.arange(-top, top + 1)
    waves = np.stack(np.meshgrid(lateral, lateral, normal, indexing="ij"), -1)
    waves = waves.reshape(-1, 3)
    square = np.sum(waves**2, axis=1)
    waves, square = waves[square > 1e-12], square[square > 1e-12]
    factor = np.exp(-1j * waves @ places.T) @ charges
    factor = factor * np.exp(-square * WIDTH**2 / 2)
    volume = area * period
    energy = 2 * PI / volume * np.sum(np.abs(factor)**2 / square)
    pot_k = 4 * PI * factor / (volume * square)
    phases = np.exp(1j * np.asarray(points) @ waves.T)
    return energy, (phases @ (-1j * waves[:, 2] * pot_k)).real


spots = [[0.0, 0.0, 20.0], [3.0, 2.0, 20.0]]
energy_long, lateral_field = lattice_sum(48.0, spots)
energy_short, _ = lattice_sum(24.0, spots)
assert np.max(np.abs(lateral_field - 4 * PI * m_lateral / 48)) < 1e-8
difference = energy_short - energy_long
expected = -2 * PI * m_lateral**2 * area * (1 / 24 - 1 / 48)
assert abs(difference - expected) < 1e-8
print(f"3D array: side {SIDE} bohr, charges +/-{charges[0]} e, width {WIDTH} bohr")
print("3D array: positions (bohr)", places[0].tolist(), places[1].tolist())
print(f"3D array: m = {m_lateral:.6f} e/bohr; L = 48 bohr, height 20 bohr")
print(f"   field above two sites: {lateral_field[0]:.6e}, "
      f"{lateral_field[1]:.6e} Ha/(e bohr)")
print(f"   energy(L=24) - energy(L=48) = {difference:.6e} Ha per cell")

# Responding slab: dielectric with charge near one surface, finite differences
EPSILON, THICKNESS, SPACING, COUNT = 5.0, 12.0, 0.1, 400
x = (np.arange(COUNT) - COUNT // 2) * SPACING
period = COUNT * SPACING
link_eps = np.where(np.abs(x + SPACING / 2) < THICKNESS / 2, EPSILON, 1.0)
source = slab_density(x - 7.0)


def dielectric_potential(free_charge, periodic, applied=0.0):
    matrix = np.zeros((COUNT, COUNT))
    for i in range(COUNT if periodic else COUNT - 1):
        j = (i + 1) % COUNT
        matrix[i, i] -= link_eps[i]
        matrix[j, j] -= link_eps[i]
        matrix[i, j] += link_eps[i]
        matrix[j, i] += link_eps[i]
    right = -4 * PI * free_charge * SPACING**2
    if not periodic:
        right[0] -= applied * SPACING
        right[-1] += applied * SPACING
    return np.linalg.solve(matrix - 1.0 / COUNT, right)


def total_moment(potential):
    """Moment of free plus induced charge, leaving out any vacuum sheet."""
    total = -np.diff(potential, 2) / (4 * PI * SPACING**2)
    middle = x[1:-1]
    keep = np.abs(middle) < 17
    return SPACING * np.sum(middle[keep] * total[keep])


m_open = total_moment(dielectric_potential(source, False))
alpha = total_moment(dielectric_potential(source, False, 1.0)) - m_open
assert abs(4 * PI * alpha - THICKNESS * (1 - 1 / EPSILON)) < 1e-7
raw = dielectric_potential(source, True)
m_raw = total_moment(raw)
raw_field = -(raw[1] - raw[0]) / SPACING
assert abs(raw_field - 4 * PI * m_raw / period) < 1e-9
assert abs(m_raw - m_open / (1 - 4 * PI * alpha / period)) < 1e-8
assert abs(m_raw - m_open) > 0.1 * abs(m_open)

m_sheet = 0.0
sheet_index = np.argmin(np.abs(x - 18.0))
for _ in range(40):
    with_sheet = source.copy()
    with_sheet[sheet_index] += m_sheet / SPACING**2
    with_sheet[sheet_index + 1] -= m_sheet / SPACING**2
    final = dielectric_potential(with_sheet, True)
    m_sheet = total_moment(final)
final_field = -(final[1] - final[0]) / SPACING
assert abs(m_sheet - m_open) < 1e-8
assert abs(final_field) < 1e-8

print(f"dielectric slab: epsilon = {EPSILON}, thickness = {THICKNESS} bohr")
print(f"   period = {period:.0f} bohr; Gaussian sheets shifted by 7 bohr")
print(f"   polarizability per area alpha = {alpha:.6f} bohr")
print(f"   4 pi alpha = {4 * PI * alpha:.4f} bohr")
print(f"   isolated dipole per area = {m_open:.6f} e/bohr")
print(f"   periodic dipole, no sheet = {m_raw:.6f} e/bohr")
print(f"   ratio periodic/isolated = {m_raw / m_open:.5f}")
print(f"   periodic vacuum field = {raw_field:.6e} Ha/(e bohr)")
print(f"   dipole with self-consistent sheet = {m_sheet:.6f} e/bohr")
print("done: every assertion held")
```

Output:

```
Gaussian sheets: charge per area +/- 0.005 e/bohr^2
centres: 1.0 and -1.0 bohr; widths: 0.8 and 1.2 bohr
L = 20 bohr: vacuum field = 6.283185e-03 Ha/(e bohr)
   energy error per area = -3.141593e-05 Ha/bohr^2
L = 40 bohr: vacuum field = 3.141593e-03 Ha/(e bohr)
   energy error per area = -1.570796e-05 Ha/bohr^2
L = 80 bohr: vacuum field = 1.570796e-03 Ha/(e bohr)
   energy error per area = -7.853982e-06 Ha/bohr^2
dipole per area m = 0.010000 e/bohr
isolated step = 0.125664 Ha/e = 3.4195 V
L = 40 bohr: spurious field = 0.16155 V/angstrom
potential(10 bohr) - potential(-10 bohr), no sheet: 0.062832 Ha/e
same difference with sheet at 15 bohr: 0.125664 Ha/e
potential jump across the sheet: -0.125664 Ha/e
same difference with sheet at 0 bohr: 0.000000 Ha/e
moment from a window cut at z = 0: -0.128 e/bohr
isolated energy per area: 1.54018525e-04 Ha/bohr^2
corrected energy per area: 1.54018525e-04 Ha/bohr^2
3D array: side 6.0 bohr, charges +/-0.18 e, width 0.8 bohr
3D array: positions (bohr) [0.0, 0.0, 1.0] [2.0, 1.0, -1.0]
3D array: m = 0.010000 e/bohr; L = 48 bohr, height 20 bohr
   field above two sites: 2.617994e-03, 2.617994e-03 Ha/(e bohr)
   energy(L=24) - energy(L=48) = -4.712389e-04 Ha per cell
dielectric slab: epsilon = 5.0, thickness = 12.0 bohr
   period = 40 bohr; Gaussian sheets shifted by 7 bohr
   polarizability per area alpha = 0.763944 bohr
   4 pi alpha = 9.6000 bohr
   isolated dipole per area = 0.008093 e/bohr
   periodic dipole, no sheet = 0.010648 e/bohr
   ratio periodic/isolated = 1.31579
   periodic vacuum field = 3.345187e-03 Ha/(e bohr)
   dipole with self-consistent sheet = 0.008093 e/bohr
done: every assertion held
```
